# Power spectrum of reactions from Poisson photon absorptions with independent blur

## What fixes the form

Photons are absorbed in a resist film, and each absorption releases electrons that cause $m$ chemical reactions some nanometres away. Project the reaction positions $\mathbf r$ onto the film plane, take a periodic square of area $A$, and define

$$n_{\mathbf k}=\sum_{\text{reactions}}e^{-i\mathbf k\cdot\mathbf r},\qquad S(\mathbf k)=\frac{\langle|n_{\mathbf k}|^2\rangle}{A},$$

for the wavevectors $\mathbf k$ allowed by the periodicity. The amplitude $n_{\mathbf k}$ is a pure number, so $S$ is an inverse area.

Let the absorptions form a uniform Poisson process of areal density $\rho$. Dimensions alone would permit $\rho$ times any function of $\rho\sigma^2$ and $\mathbf k\sigma$, where $\sigma$ is the blur length. Superposition removes the dependence on $\rho\sigma^2$. Two independent exposures of densities $\rho_1$ and $\rho_2$ together make a Poisson exposure of density $\rho_1+\rho_2$. If reactions do not hinder one another, their amplitudes add. At $\mathbf k\neq0$ each amplitude has zero mean by translation symmetry, so the cross term vanishes and the spectra add. A non-negative quantity additive in $\rho$ is proportional to it:

$$S(\mathbf k)=\rho\,G(\mathbf k).$$

The dimensionless $G$ describes a single photon's cascade. Let $p(\mathbf d)$ be the probability density of a reaction's displacement from its absorption site, with blur transfer

$$B(\mathbf k)=\int p(\mathbf d)\,e^{-i\mathbf k\cdot\mathbf d}\,d^2d .$$

Moving every reaction by the same vector $\mathbf a$ multiplies $B$ by $e^{-i\mathbf k\cdot\mathbf a}$ but cannot change $S$. Let the displacements within a cascade be independent. Since $|n_{\mathbf k}|^2$ involves reactions at most two at a time, $G$ can then contain only a constant and a multiple of $B B^*=|B|^2$. What remains is to find the two coefficients.

## One reaction, then two

If each photon causes one reaction, its cascade factor is $F=e^{-i\mathbf k\cdot\mathbf d}$, and $|F|^2=1$. Hence $S=\rho$, whatever the blur. Independent displacement of independent points leaves them independent, so blur does not smooth this noise.

If each photon causes two reactions,

$$|F|^2=\left|e^{-i\mathbf k\cdot\mathbf d_1}+e^{-i\mathbf k\cdot\mathbf d_2}\right|^2
=2+e^{-i\mathbf k\cdot(\mathbf d_1-\mathbf d_2)}+e^{i\mathbf k\cdot(\mathbf d_1-\mathbf d_2)} .$$

For independent displacements the average of the second term factorizes into $B(\mathbf k)B^*(\mathbf k)$, and so does that of the third. Thus $\langle|F|^2\rangle=2+2|B|^2$. With no blur this is $4$: the two reactions act as one point of weight two. When $|B|\to0$ it is $2$: they act as unrelated points.

## Any number of reactions

Now let $m$ be random, with finite $\langle m^2\rangle$. Given $m$, the displacements are independent draws from $p$, and $p$ does not depend on $m$. Grouping reactions by photon gives

$$n_{\mathbf k}=\sum_{i=1}^{N}e^{-i\mathbf k\cdot\mathbf R_i}F_i,\qquad F_i=\sum_{j=1}^{m_i}e^{-i\mathbf k\cdot\mathbf d_{ij}},$$

where $N$ is the number of absorptions and $\mathbf R_i$ are their sites. Separate equal photons from different photons:

$$\langle|n_{\mathbf k}|^2\rangle=\langle N\rangle\langle|F|^2\rangle+\langle N(N-1)\rangle\,\left|\langle e^{-i\mathbf k\cdot\mathbf R}\rangle\right|^2|\langle F\rangle|^2 .$$

The sites are independent and uniform, so $\langle e^{-i\mathbf k\cdot\mathbf R}\rangle=0$ at every nonzero allowed $\mathbf k$. With $\langle N\rangle=\rho A$, this leaves $S=\rho\langle|F|^2\rangle$. Correlated absorption sites would spoil this step.

Inside one cascade, $|F|^2$ is a double sum over $j$ and $l$. The $m$ terms with $j=l$ equal one. Each of the $m(m-1)$ ordered pairs with $j\neq l$ averages to $|B|^2$. Averaging over $m$ last gives

$$\boxed{S(\mathbf k)=\rho\left[\langle m\rangle+\langle m(m-1)\rangle|B(\mathbf k)|^2\right]\qquad(\mathbf k\neq0)}$$

The square is a squared modulus, because a lopsided blur has complex $B$.

Three limits show what the terms mean.

- If $m$ is only 0 or 1, there are no pairs and $S=\rho\langle m\rangle$: photons that cause nothing merely thin the process.
- If $m$ is Poisson distributed, $\langle m(m-1)\rangle=\langle m\rangle^2$. For a narrower distribution the pair coefficient is smaller.
- At wavelengths far below the blur, $|B|\to0$ for a smooth $p$, and $S\to\rho\langle m\rangle$, the spectrum of unrelated reactions.

The cascade average was also tested by listing every set of displacements on a ring of seven sites, with up to three reactions and lopsided displacement laws. The direct sum and the formula differed by at most $2.7\times10^{-15}$.

## The limit of long wavelength

At $\mathbf k=0$ the amplitude is the total reaction count $M=\sum_i m_i$, whose mean is not zero. The fluctuation is its variance. For given $N$ the variance is $N\,\mathrm{Var}(m)$ and the mean is $N\langle m\rangle$. Adding the variance of that mean, with $\mathrm{Var}(N)=\langle N\rangle=\rho A$ for a Poisson number,

$$\frac{\mathrm{Var}(M)}{A}=\rho\left[\mathrm{Var}(m)+\langle m\rangle^2\right]=\rho\langle m^2\rangle .$$

Since $B(0)=1$ and $\langle m\rangle+\langle m(m-1)\rangle=\langle m^2\rangle$, the boxed formula tends to this value as $k\to0$. The unsubtracted power at $\mathbf k=0$ has the further term $A\rho^2\langle m\rangle^2$, which is why that point is excluded.

## A patterned exposure

Let the absorption density be $\lambda(\mathbf R)$, with $\Lambda=\int\lambda\,d^2R$ and $\lambda_{\mathbf k}=\int\lambda\,e^{-i\mathbf k\cdot\mathbf R}d^2R$. The sites are now independent with probability density $\lambda/\Lambda$. Since $\langle F\rangle=\langle m\rangle B$, the mean image is

$$\langle n_{\mathbf k}\rangle=\Lambda\,\frac{\lambda_{\mathbf k}}{\Lambda}\,\langle F\rangle=\langle m\rangle B(\mathbf k)\lambda_{\mathbf k}.$$

For a Poisson number $\langle N(N-1)\rangle=\Lambda^2$, so the different-photon part of $\langle|n_{\mathbf k}|^2\rangle$ is $\Lambda^2|\lambda_{\mathbf k}/\Lambda|^2|\langle F\rangle|^2=|\langle n_{\mathbf k}\rangle|^2$. Subtracting it leaves

$$\left\langle|n_{\mathbf k}-\langle n_{\mathbf k}\rangle|^2\right\rangle=\Lambda\left[\langle m\rangle+\langle m(m-1)\rangle|B|^2\right].$$

The total noise power in a Fourier amplitude, summed over its real and imaginary parts, depends on the total exposure, not on its pattern. How that power divides between the two parts can depend on the pattern. For the absorbed photons themselves, the squared signal-to-noise ratio is $|\lambda_{\mathbf k}|^2/\Lambda$. The fraction that survives in the reactions is

$$Q(\mathbf k)=\frac{\langle m\rangle^2|B|^2}{\langle m\rangle+\langle m(m-1)\rangle|B|^2}
=\frac{|\langle F\rangle|^2}{\langle|F|^2\rangle}\le1 .$$

The inequality holds because the variance of $F$ is not negative. Blur lowers the signal through $|B|^2$, while the self term of the noise stays.

## Numbers for an extreme-ultraviolet resist

Take a wavelength of 13.5 nm, a local dose of 10 mJ/cm², a film 40 nm thick and an absorption coefficient of 5 per µm. The photon energy is 91.84 eV, so the dose is 6.796 photons/nm². The film absorbs a fraction $1-e^{-0.005\times40}=0.1813$, which gives

$$\rho=6.796\times0.1813=1.232\ \text{nm}^{-2}.$$

Depth does not enter the phase of an in-plane wavevector, so attenuation through the film affects the projected spectrum only through $\rho$, as long as all reactions stay in the film.

The assumed probabilities for $m=0,\dots,5$ are 0.05, 0.15, 0.30, 0.30, 0.15 and 0.05. They give $\langle m\rangle=2.50$, and

$$\langle m(m-1)\rangle=2(0.30)+6(0.30)+12(0.15)+20(0.05)=5.20 .$$

The blur is Gaussian with $\sigma=2$ nm along each axis, so $B=e^{-k^2\sigma^2/2}$ and $|B|^2=e^{-k^2\sigma^2}$.

At a period of 32 nm, $k=2\pi/32=0.1963$ nm⁻¹ and $|B|^2=0.857$. Then

$$S=1.232\,[2.50+5.20\times0.857]=3.08+5.49=8.57\ \text{nm}^{-2}.$$

The same steps at shorter periods give:

| Period (nm) | $\lvert B\rvert^2$ | $S$ (nm⁻²) | Simulated | $Q$ |
|---|---|---|---|---|
| 32.00 | 0.857 | 8.57 | 8.55 | 0.77 |
| 16.00 | 0.540 | 6.54 | 6.51 | 0.64 |
| 10.67 | 0.250 | 4.68 | 4.74 | 0.41 |

The simulated column comes from explicit reaction positions in 2400 independent exposures of a 32 nm periodic square. Replacing $\langle m(m-1)\rangle$ by $\langle m\rangle^2=6.25$ would overstate the pair term, and the simulation rejects that replacement at 32 nm by more than 4.5 standard errors. The count variance per area came out as 9.30 nm⁻², against $\rho\langle m^2\rangle=9.49$ nm⁻². Further runs with a sinusoidal exposure of contrast 0.6 tested the mean image at 32 nm and the noise at all three periods. Over all 16 simulation tests, including those described below, the largest deviation was 1.76 standard errors.

Even at long wavelength $Q$ reaches only $\langle m\rangle^2/\langle m^2\rangle=6.25/7.70=0.81$, because the yield varies from photon to photon. The self and pair terms are equal when $e^{-k^2\sigma^2}=\langle m\rangle/\langle m(m-1)\rangle$, or

$$k=\frac1\sigma\sqrt{\ln\frac{\langle m(m-1)\rangle}{\langle m\rangle}}=\frac{\sqrt{\ln2.08}}{2\ \text{nm}}=0.428\ \text{nm}^{-1},$$

a period of 14.7 nm. At longer periods the clustering of reactions by photon dominates the noise; at shorter ones the self term does. Such a crossing requires $\langle m(m-1)\rangle>\langle m\rangle$.

## Counts in a small square

The number of reactions in a square of side $a$ is the density integrated over a window. In a large area its variance is the spectrum weighted by the squared window transform:

$$\mathrm{Var}(M_a)=\int\frac{d^2k}{(2\pi)^2}S(\mathbf k)|W(\mathbf k)|^2,\qquad W=\frac{2\sin(k_xa/2)}{k_x}\,\frac{2\sin(k_ya/2)}{k_y}.$$

The constant part of $S$ multiplies $\int|W|^2d^2k/(2\pi)^2=a^2$, by Parseval's theorem. The Gaussian part factorizes into two equal integrals:

$$\mathrm{Var}(M_a)=\rho\left[\langle m\rangle a^2+\langle m(m-1)\rangle I^2\right],\quad
I=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\left[\frac{2\sin(ka/2)}{k}\right]^2e^{-k^2\sigma^2}.$$

For $a\gg\sigma$ the Gaussian is nearly one wherever the window transform matters, so $I\to a$ and the variance tends to $\rho\langle m^2\rangle a^2$. For $a\ll\sigma$ the bracket is nearly $a^2$, so $I\to a^2/(2\sqrt\pi\,\sigma)$. The pair term then falls as $a^4$, and the count becomes nearly Poisson.

For $a=10$ nm the integral is $I=7.744$ nm, and

$$\mathrm{Var}(M_a)=1.232\,[2.50\times100+5.20\times59.97]=692 .$$

Direct counting in the simulation gave 698. The mean is $1.232\times2.50\times100=308$, so the variance is 2.25 times the mean and the relative noise is $\sqrt{692}/308=8.5\%$. Poisson reactions with the same mean would give 5.7%.

The absorbed photons in the same square fluctuate by 9.0%, slightly more than the reactions. No information has been gained. Blur lets photons outside the square contribute and shares out those near its edge, so the reaction count averages over a softer region. In units of the photons' relative variance $1/(\rho a^2)$, the self term contributes $1/2.50=0.40$ and the pair term $5.20\times59.97/(6.25\times100)=0.50$. Their sum is 0.90. Without blur the pair term would be $5.20/6.25=0.83$ and the sum 1.23, above the photon value.

## When one photon's reactions share a history

The displacements within one cascade need not be independent. A photoelectron may travel before it starts most of the reactions, which then share its excursion. Write $\mathbf d_j=\mathbf c+\boldsymbol\delta_j$, with $\mathbf c$ common to the cascade and the $\boldsymbol\delta_j$ independent of it and of one another. Then

$$F=e^{-i\mathbf k\cdot\mathbf c}\sum_je^{-i\mathbf k\cdot\boldsymbol\delta_j},$$

and $\mathbf c$ drops out of $|F|^2$. The pair term contains $|D|^2$, where $D$ is the transfer of $\boldsymbol\delta$ alone. The mean image is still multiplied by the total transfer $B=CD$, where $C$ is that of $\mathbf c$. Blur measured from the mean image therefore does not determine the noise.

More generally, let a hidden state $\theta$ of the cascade set the law of $m$ and the transfer $B_\theta$, with independence holding once $\theta$ is given. Repeating the pair count at fixed $\theta$ and then averaging gives

$$S=\rho\left[\langle m\rangle+\left\langle m(m-1)|B_\theta|^2\right\rangle\right].$$

The ring enumeration included two such states. If $m$ does not depend on $\theta$, then $\langle|B_\theta|^2\rangle\ge|\langle B_\theta\rangle|^2$, and the boxed formula with the total blur is a lower bound.

Suppose half of the blur variance is common, with the total held fixed. Then $|D|^2=e^{-k^2\sigma^2/2}$, the square root of the former $|B|^2$. At 10.67 nm this is $\sqrt{0.2496}=0.50$ instead of 0.25, and $S$ rises by 34%. At 16 and 32 nm it rises by 19% and 5%. Since the signal is unchanged, $Q$ at 10.67 nm falls from 0.41 to $0.411/1.342=0.31$. Simulation with a common shift agrees with the $|D|^2$ formula at all three periods and rejects the total-blur formula at 10.67 nm.

## Film faces and a finite supply of sites

Some reactions would fall outside the film. Let $q(z)$ be the probability that a reaction from an absorption at depth $z$ stays inside. For a Gaussian blur, vertical and lateral displacements are independent. Each reaction survives with probability $q$ and each pair with $q^2$, so

$$S=\rho\left[\langle m\rangle\langle q\rangle+\langle m(m-1)\rangle\langle q^2\rangle|B|^2\right],$$

averaged over the absorption depth. With 2 nm of vertical blur, 4.0% of reactions are lost. The spectrum falls by 5.8%, 5.5% and 5.0% from the longest period to the shortest. The self term falls by 4.0% and the pair term by more, so the change shrinks as the pair term fades. This estimate assumes that nothing returns from outside and that the substrate supplies no electrons.

Depletion is larger. The superposition argument fails once a site can react only once. To size this, the film was divided into cubic cells of side 4/3 nm, or 0.42 sites/nm³, and repeated attempts in a cell were discarded. There were 0.175 attempts per site, and 0.160 of the sites reacted. The ratio of $S$ with depletion to $S$ without it was 0.717, 0.715 and 0.737 at the three periods, with standard errors of 0.005 to 0.007.

The spectrum loses about 28% although only 9% of the attempts are wasted. Two rough estimates give the scale of the result. With a mean of $\mu$ independent attempts per site, the used fraction is $1-e^{-\mu}$, and its response to a small slow change in $\mu$ is $e^{-\mu}$. The power of slow variations in $\mu$ is therefore multiplied by $e^{-2\mu}=e^{-0.351}=0.70$. The chance scatter of attempts at single sites is reduced less: its variance changes from $\mu$ to $e^{-\mu}(1-e^{-\mu})$, a factor of 0.77. The spectrum contains both kinds of fluctuation, and the three simulated ratios lie between these factors. The factors are not bounds, however. With a shorter blur, reactions of the same photon compete more often for the same sites. The ratio is about 0.71 for $\sigma=1.5$ nm, and it lies below both factors for 1 nm (0.67) and 0.5 nm (0.51). For the 2 nm blur the power of a weak, slow signal is multiplied by 0.69, slightly less than the noise ratio, so the lower $S$ is not a better image.

## Beside a real resist

These parameters are meant for a chemically amplified resist under extreme-ultraviolet light, where a few reactions per absorbed photon and a blur of a few nanometres are rough typical values. The dose is the local one at the place considered, not an average over the pattern. The site density is probably on the high side for an acid generator, and fewer sites or more dose would strengthen depletion. With 0.2 randomly placed sites per nm³, the same attempts, and each attempt going to its nearest site, $S$ at 32 nm loses slightly more than half. Real sites are scattered irregularly, not one to a cell. With the same nearest-site rule at 0.42 sites/nm³, random placement raises the depletion loss by two to four percentage points. For the numbers used here, depletion lowers $S$ by about 28%, while a half-common blur raises it by 5 to 34%. These changes were computed separately and need not combine by addition. The 8.57 nm⁻² found at 32 nm is thus a model value. At the site density and dose used here these effects change it by a few tens of per cent, and at a lower density or higher dose by more: at 30 mJ/cm² depletion alone lowers $S$ by about 60%. It describes reactions before the bake. Acid diffusion, catalytic deprotection and development come afterwards, so $S$ is an input to line roughness and not a prediction of it. The full set of values is in the numerical output.

## Computed results

```
wavelength 13.5 nm, photon energy 91.84 eV
local dose 10.0 mJ/cm2 = 6.796 photons/nm2
film 40.0 nm, absorption 5.0 per um
absorbed fraction 0.1813
absorption density rho 1.2319 per nm2
P(m), m=0..5: 0.05 0.15 0.30 0.30 0.15 0.05
<m> 2.50, <m(m-1)> 5.20, <m^2> 7.70
blur sigma 2.0 nm per axis
ring enumeration, largest error 2.7e-15
period 32.00 nm: k 0.1963 per nm, |B|^2 0.8571
  self term 3.080, pair term 5.490 per nm2
  S formula 8.570, simulated 8.549 per nm2
  retained photon information Q 0.770
period 16.00 nm: k 0.3927 per nm, |B|^2 0.5396
  self term 3.080, pair term 3.457 per nm2
  S formula 6.537, simulated 6.512 per nm2
  retained photon information Q 0.636
period 10.67 nm: k 0.5890 per nm, |B|^2 0.2496
  self term 3.080, pair term 1.599 per nm2
  S formula 4.679, simulated 4.739 per nm2
  retained photon information Q 0.411
limit k->0 of S 9.486 per nm2
count variance/area, simulated 9.296 per nm2
Q at k->0 0.812
self = pair at k 0.4279 per nm, period 14.68 nm
square 10.0 nm: mean count 308.0, overlap I 7.744 nm
  variance formula 692.1, simulated 698.3
  variance/mean 2.247
  relative noise 8.54 %
  if reactions were Poisson 5.70 %
  absorbed photons alone 9.01 %
patterned exposure tested at contrast 0.6
common part of blur variance 0.5: change of S
  +5.1 %, +19.1 %, +34.2 % at the three periods
reactions lost through film faces 4.00 %
  change of S -5.8 %, -5.5 %, -5.0 %
site density 0.422 per nm3
  attempts per site 0.1754, sites used 0.1596
  S with depletion / S without 0.717, 0.715, 0.737
  standard errors 0.005, 0.005, 0.007
16 simulation tests, largest deviation 1.76 standard errors
```
